# Plane-wave matrix elements of the Chelikowsky-Cohen nonlocal square well

## What symmetry and dimensions fix

Take one atom at the origin and a well of unit depth and radius $R$ that acts on angular momentum $l$ alone, $w_l=\Theta(R-r)\hat P_l$. Here $\hat P_l$ projects the angular dependence of a function onto the spherical harmonics of degree $l$. The quantity needed is

$$M_l(\mathbf K,\mathbf K')=\int d^3r\;e^{-i\mathbf K\cdot\mathbf r}\,w_l\,e^{i\mathbf K'\cdot\mathbf r}.$$

Since $w_l$ is unchanged by rotations, $M_l$ depends on the magnitudes $K,K'$ and the angle $\theta$ between the vectors. The plane wave contains the directions $\hat{\mathbf K}'$ and $\hat{\mathbf r}$ through their scalar product, so the squared angular momentum operator gives the same result whether it acts on $\hat{\mathbf r}$ or on $\hat{\mathbf K}'$. After projection that result is $l(l+1)$ times the function. Hence $M_l$, as a function of $\hat{\mathbf K}'$, is a harmonic of degree $l$. It is regular and symmetric about $\hat{\mathbf K}$, and such a harmonic is proportional to $P_l(\cos\theta)$. The integral has the dimension of a volume, and $R$, $K$ and $K'$ are its only dimensional inputs, so

$$M_l=R^3\,\Phi_l(KR,K'R)\,P_l(\cos\theta).$$

What remains is the function $\Phi_l$.

## Conventions and result

Rydberg atomic units are used: lengths in bohr, energies in Ry, kinetic energy $K^2$. The plane waves have $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$ and are normalized over a crystal of $N$ cells of volume $\Omega_c$. An atom at $\mathbf T_n+\boldsymbol\tau_s$, with $\mathbf T_n$ a lattice vector, contributes the phase $e^{-i(\mathbf K-\mathbf K')\cdot(\mathbf T_n+\boldsymbol\tau_s)}$ when the origin is moved to it. Because $\mathbf K-\mathbf K'=\mathbf G-\mathbf G'$, the lattice part of the phase is 1. The $N$ equal cell contributions cancel the $N$ in the normalization $1/(N\Omega_c)$. For wells of depth $A_l$ and radius $R_l$ the result is

$$\langle\mathbf K|W|\mathbf K'\rangle=\frac{4\pi}{\Omega_c}\sum_{s,l}e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau_s}A_l(2l+1)P_l(\cos\theta)F_l,\tag{1}$$

$$F_l(K,K')=\int_0^R r^2j_l(Kr)j_l(K'r)\,dr,\tag{2}$$

with $R=R_l$ in each term. For $K\ne K'$,

$$F_l=\frac{R^2\left[Kj_{l+1}(KR)j_l(K'R)-K'j_{l+1}(K'R)j_l(KR)\right]}{K^2-K'^2},\tag{3}$$

and for $K=K'>0$, whatever the two directions,

$$F_l=\frac{R^3}{2}\left[j_l^2(KR)-j_{l-1}(KR)j_{l+1}(KR)\right],\qquad j_{-1}(x)=\frac{\cos x}{x}.\tag{4}$$

A positive $A_l$ is repulsive. For identical atoms $\Omega_c^{-1}\sum_s e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau_s}=S/\Omega_a$, where $\Omega_a$ is the volume per atom and $S$ the average phase factor.

The depth must not depend on $r$. In the Chelikowsky-Cohen scheme the s depth depends on energy, and between plane waves it is replaced by

$$A_0(K,K')=\alpha_0+\beta_0(KK'-K_F^2).\tag{5}$$

The product $KK'$ is the geometric mean of the kinetic energies $K^2$ and $K'^2$, and for a crystal of identical atoms $K_F$ is the free-electron Fermi wave number. This is a prescription, not a consequence of the square well. It is symmetric in $K$ and $K'$, so the matrix stays Hermitian, and it multiplies $F_0$ without changing the integral.

## Bessel relations used by both derivations

Expand a plane wave in Legendre polynomials, with $c$ the cosine of the angle between its wave vector and $\mathbf r$:

$$e^{ixc}=\sum_l(2l+1)i^lj_l(x)P_l(c),\qquad j_l(x)=\frac{1}{2i^l}\int_{-1}^{1}P_l(c)e^{ixc}dc.\tag{6}$$

The second equation follows from the first by orthogonality. The coefficients are the spherical Bessel functions for two reasons. Each term of the expansion must solve the free wave equation and be regular at the origin, which fixes it up to a factor. For small $x$ the integral gives $x^l/(2l+1)!!$, the standard normalization, because $\int_{-1}^1c^lP_l\,dc=2^{l+1}(l!)^2/(2l+1)!$.

Differentiate the integral and use $(2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}$:

$$(2l+1)j_l'=l\,j_{l-1}-(l+1)j_{l+1}.$$

Alternatively, insert $(2l+1)P_l=P_{l+1}'-P_{l-1}'$ and integrate by parts. The boundary terms vanish because $P_{l+1}=P_{l-1}$ at $c=\pm1$, and

$$\frac{2l+1}{x}j_l=j_{l-1}+j_{l+1}.\tag{7}$$

Eliminating $j_{l-1}$ or $j_{l+1}$ between these two relations gives

$$j_l'=\frac lx j_l-j_{l+1},\qquad j_l'=j_{l-1}-\frac{l+1}{x}j_l.\tag{8}$$

For $l=0$ they hold with $j_{-1}=\cos x/x$, as $j_0=\sin x/x$ and $j_1=\sin x/x^2-\cos x/x$ confirm by substitution. The first relation also holds for $l=-1$, since $(\cos x/x)'=-\cos x/x^2-\sin x/x=-j_{-1}/x-j_0$.

## First derivation: partial waves and the radial equation

Projection keeps one term of (6):

$$\hat P_le^{i\mathbf K'\cdot\mathbf r}=(2l+1)i^lj_l(K'r)P_l(\hat{\mathbf K}'\cdot\hat{\mathbf r}).$$

In $e^{-i\mathbf K\cdot\mathbf r}$ the term of the same $l$ is the one that survives the angular integration, with coefficient $(2l+1)(-i)^lj_l(Kr)$. The phases multiply to $i^l(-i)^l=1$. The addition theorem $P_l(\hat{\mathbf a}\cdot\hat{\mathbf r})=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf a})Y_{lm}^*(\hat{\mathbf r})$ and orthonormality give

$$\int P_l(\hat{\mathbf K}\cdot\hat{\mathbf r})P_l(\hat{\mathbf K}'\cdot\hat{\mathbf r})\,d\Omega=\frac{4\pi}{2l+1}P_l(\cos\theta).$$

One of the two factors $2l+1$ cancels, so $M_l=4\pi(2l+1)P_l(\cos\theta)F_l$ with $F_l$ as in (2).

For the radial integral set $u=rj_l(Kr)$ and $v=rj_l(K'r)$. They obey

$$u''=\left[\frac{l(l+1)}{r^2}-K^2\right]u,\qquad v''=\left[\frac{l(l+1)}{r^2}-K'^2\right]v.$$

The centrifugal terms cancel in

$$(uv'-vu')'=uv''-vu''=(K^2-K'^2)uv.$$

Integrate from 0 to $R$. At the origin $u$ and $v$ vanish at least as fast as $r$, with finite derivatives, so the lower boundary gives nothing. At $R$ the derivatives are $u'=j_l(KR)+KRj_l'(KR)$ and likewise for $v'$. The terms without a differentiated Bessel function cancel, leaving

$$(K^2-K'^2)F_l=R^2\left[K'j_l(KR)j_l'(K'R)-Kj_l(K'R)j_l'(KR)\right].$$

By the first relation in (8), $K'j_l'(K'R)=(l/R)j_l(K'R)-K'j_{l+1}(K'R)$, and similarly for $K$. The two $l/R$ terms cancel, and division by $K^2-K'^2$ gives (3).

At $K=K'$ this reads $0=0$, and a limit is needed. The integral (2) is continuous in $K$, so the limit of (3) is the value sought. Differentiate numerator and denominator with respect to $K$, then set $K'=K$ and $x=KR$:

$$F_l=\frac{R^2}{2K}\left[j_{l+1}j_l+xj_{l+1}'j_l-xj_{l+1}j_l'\right].$$

From (8), $xj_{l+1}'=xj_l-(l+2)j_{l+1}$ and $xj_l'=lj_l-xj_{l+1}$. The coefficient of $j_lj_{l+1}$ is $1-(l+2)-l=-(2l+1)$, so

$$F_l=\frac{R^3}{2}\left[j_l^2+j_{l+1}^2-\frac{2l+1}{x}j_lj_{l+1}\right].$$

By (7) the last term is $-(j_{l-1}+j_{l+1})j_{l+1}$. The squares of $j_{l+1}$ cancel and (4) follows.

## Second derivation: forward scattering and a ladder in $l$

The opening argument leaves one unknown factor, so it suffices to evaluate $M_l$ at $\theta=0$, where $P_l=1$. Put both vectors along $z$. The waves then have no azimuthal dependence, and the $m=0$ harmonic $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$ alone contributes. By the integral in (6), its overlap with $e^{iKz}$ on a sphere of radius $r$ is

$$\sqrt{\frac{2l+1}{4\pi}}\;2\pi\int_{-1}^1P_l(c)e^{iKrc}dc=\sqrt{\frac{2l+1}{4\pi}}\;4\pi i^lj_l(Kr).$$

The complex conjugate of this overlap times the overlap for $K'$ is $4\pi(2l+1)j_l(Kr)j_l(K'r)$. Integration with $r^2dr$ gives the prefactor found before.

For the radial integral, differentiate a product of neighbouring orders, using the first relation in (8) for $j_l$ and the second for $j_{l+1}$:

$$\frac{d}{dr}\left[r^2j_l(Kr)j_{l+1}(K'r)\right]=r\left[2+l-(l+2)\right]j_l(Kr)j_{l+1}(K'r)$$
$$\qquad+\,r^2\left[K'j_l(Kr)j_l(K'r)-Kj_{l+1}(Kr)j_{l+1}(K'r)\right].$$

The first bracket is zero. Integration, and the same step with $K$ and $K'$ exchanged, give two linear equations for $F_l$ and $F_{l+1}$:

$$K'F_l-KF_{l+1}=R^2j_l(KR)j_{l+1}(K'R),$$
$$KF_l-K'F_{l+1}=R^2j_l(K'R)j_{l+1}(KR).$$

Multiply the second by $K$, the first by $K'$, and subtract. $F_{l+1}$ drops out and (3) appears.

At $K=K'$ the two equations coincide and no longer determine $F_l$. A direct antiderivative replaces them. With $x=Kr$ and (8),

$$\frac{d}{dx}\left(x^3j_{l-1}j_{l+1}\right)=x^2\left[3+(l-1)-(l+2)\right]j_{l-1}j_{l+1}+x^3j_l(j_{l-1}-j_{l+1}),$$

and the first bracket vanishes. Adding the two forms in (8) gives $2j_l'=j_{l-1}-j_{l+1}-j_l/x$, hence

$$\frac{d}{dx}\left(x^3j_l^2\right)=3x^2j_l^2+2x^3j_lj_l'=2x^2j_l^2+x^3j_l(j_{l-1}-j_{l+1}).$$

The difference of these two equations is $2x^2j_l^2$. Integrating half of it from 0 to $KR$ and dividing by $K^3$ gives (4), with no limit taken.

## What each derivation assumes

The first derivation needs two regular solutions of radial equations that differ in energy alone. Its boundary form would survive a common extra potential inside the sphere, with the corresponding radial functions in place of $j_l$. The Bessel relations enter at the end, to remove derivatives. The equal-magnitude case rests on continuity.

The second derivation uses rotational symmetry for the angular part and first-order relations between neighbouring $l$ for the radial part. The relations used here are those of free waves. They are not available for a general extra potential inside the sphere, although a Coulomb potential has relations of the same kind. For plane waves this route also yields the equal-magnitude case directly, without a limit.

Both need a sharp edge and a depth constant inside it. For a smooth profile $f(r)$ that vanishes at infinity, $f(r)=\int_0^\infty[-f'(R)]\Theta(R-r)\,dR$ is a superposition of wells. The radial integral becomes $\int_0^\infty[-f'(R)]F_l(K,K';R)\,dR$, which in general has to be done numerically.

## Limits and numerical use

For small $KR$ and $K'R$, the leading term of each Bessel function gives

$$F_l\simeq\frac{(KK')^lR^{2l+3}}{[(2l+1)!!]^2(2l+3)}.$$

The centrifugal barrier keeps slow waves of high $l$ out of the well. If one vector is zero its direction is undefined, but then $F_l=0$ for $l\ge1$ and $P_0=1$. If both are zero, $F_0=R^3/3$.

If all $l$ share one depth and one radius, $\sum_l\hat P_l=1$ and the well is local. With $q=|\mathbf K-\mathbf K'|$ and $(x^2j_1)'=x^2j_0$,

$$\sum_l(2l+1)P_l(\cos\theta)F_l=\int_0^Rr^2j_0(qr)\,dr=\frac{R^2j_1(qR)}{q}.$$

The separate dependence on $K$ and $K'$ has disappeared. For constant depths, nonlocality therefore comes from differences between the wells of different $l$. A depth that depends on $K$ and $K'$, as in (5), is a further source.

Near $K=K'$ the quotient (3) subtracts almost equal numbers, so its rounding error grows as the inverse of the splitting. Formula (4), evaluated at the mean magnitude $\bar K$, has a different error. Since $F_l(\bar K+h,\bar K-h)$ is smooth and, by exchange symmetry, even in $h$, the error is of order $h^2$. In double precision, for the d well below and magnitudes with $KR$ between 1.36 and 1.62, the largest errors of the two formulas relative to quadrature are about $5\times10^{-11}$ and $6\times10^{-11}$ at a relative splitting of $10^{-5}$. For such magnitudes this is a suitable place to switch formulas. At fixed relative splitting the error of (4) grows with $KR$. At $KR=10$ it is about $2\times10^{-9}$ while the quotient stays near $10^{-11}$, so larger wave vectors call for a smaller switching value. At a splitting of $10^{-12}$ the relative error of the quotient reaches several times $10^{-4}$, with a value that varies irregularly with the magnitudes because it comes from rounding, while (4) is good to about $10^{-14}$.

## Example: three elements at the L point

The model crystal has round parameters: an fcc lattice with $a=10$ bohr and identical atoms at $\pm(a/8)(1,1,1)$, so $\Omega_a=125$ bohr³ and $4\pi/\Omega_a=0.10053$ bohr⁻³. The s well has $R_0=2$ bohr, $\alpha_0=0.3$ Ry and $\beta_0=0.2$. The d well has $R_2=2.5$ bohr and $A_2=0.5$ Ry. Eight valence electrons per cell give $K_F^2=0.9647$ Ry.

**Diagonal element.** For $\mathbf K=\mathbf K'=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$, $K=0.5441$ bohr⁻¹ and $A_0=0.3+0.2(0.2961-0.9647)=0.1663$ Ry. With $F_0=2.1018$ and $F_2=0.02762$ bohr³,

$$0.10053\,(0.1663\times2.1018+0.5\times5\times0.02762)=0.0351+0.0069=0.0421\ \text{Ry},$$

where the sum is rounded from unrounded parts. This is 0.572 eV. The small-argument estimate of $F_2$ is 0.0340 bohr³, 23% above the actual value; at $KR_2=1.36$ it gives the size but not the number.

**Opposite vectors.** For $\mathbf K'=-\mathbf K$ the magnitudes are still equal, so (4) applies although the vectors differ. Since $P_0(-1)=P_2(-1)=1$, only the structure factor changes, to $S=-0.7071$. The element is $-0.0298$ Ry, or $-0.405$ eV. In the contribution of a p well, $P_1(-1)=-1$ would bring a second change of sign and cancel the one from $S$.

**Unequal magnitudes.** For $\mathbf K'=(2\pi/a)(-\tfrac12,-\tfrac12,\tfrac32)$, $K'=1.0419$ bohr⁻¹, $P_2=-0.4545$, $S=0.7071$ and $A_0=0.2205$ Ry. With $F_0=1.5035$ and $F_2=0.07613$ bohr³,

$$0.10053\times0.7071\,\left[0.2205\times1.5035+0.5\times5\times(-0.4545)\times0.07613\right]=0.0174\ \text{Ry},$$

or 0.237 eV.

The last two pairs have the same $|\mathbf K-\mathbf K'|=1.0883$ bohr⁻¹. A spherical local atomic potential would give them the same element after division by $S$. Here the quotients are 0.0421 and 0.0246 Ry. The energy-dependent s depth is not needed for this difference: the d part alone, with its constant depth, gives 0.0069 and $-0.0087$ Ry. When one well of radius 2.5 bohr acts on all $l$, the sum over $l\le20$ is 2.2436 bohr³ for both pairs, as the local limit requires. The numerical output lists the matrix elements and their s and d parts. The program compares them with direct projection, and the radial formulas with quadrature.

## Computed values

```
lattice constant 10.0 bohr, cell 250.0 bohr^3
s well: R0 = 2.0 bohr, alpha0 = 0.3 Ry, beta0 = 0.2
d well: R2 = 2.5 bohr, A2 = 0.5 Ry
K_F = 0.98218 1/bohr, K_F^2 = 0.96467 Ry
[diagonal] K = 0.54414, K' = 0.54414 1/bohr
  |K-K'| = 0.00000 1/bohr, S = 1.00000
  cos theta = 1.00000, P2 = 1.00000
  F0 = 2.101768 bohr^3, F2 = 0.027621 bohr^3
  s depth A0(K,K') = 0.166283 Ry
  s part = 0.035134 Ry, d part = 0.006942 Ry
  element = 0.042076 Ry = 0.57248 eV
  divided by S: total 0.042076 Ry, d part 0.006942 Ry
[opposite] K = 0.54414, K' = 0.54414 1/bohr
  |K-K'| = 1.08828 1/bohr, S = -0.70711
  cos theta = -1.00000, P2 = 1.00000
  F0 = 2.101768 bohr^3, F2 = 0.027621 bohr^3
  s depth A0(K,K') = 0.166283 Ry
  s part = -0.024844 Ry, d part = -0.004909 Ry
  element = -0.029752 Ry = -0.40480 eV
  divided by S: total 0.042076 Ry, d part 0.006942 Ry
[unequal] K = 0.54414, K' = 1.04195 1/bohr
  |K-K'| = 1.08828 1/bohr, S = 0.70711
  cos theta = 0.17408, P2 = -0.45455
  F0 = 1.503492 bohr^3, F2 = 0.076130 bohr^3
  s depth A0(K,K') = 0.220458 Ry
  s part = 0.023562 Ry, d part = -0.006150 Ry
  element = 0.017412 Ry = 0.23691 eV
  divided by S: total 0.024625 Ry, d part -0.008697 Ry
local limit, R = 2.5 bohr: sum over l of (2l+1) P_l F_l
  opposite: l<=2 2.249381, l<=20 2.243626, local 2.243626 bohr^3
  unequal: l<=2 2.251336, l<=20 2.243626, local 2.243626 bohr^3
error ratio when the splitting is halved: 3.9973
largest relative error of F2 against quadrature, R = 2.5 bohr
  relative splitting 1e-02: quotient 3e-14, equal formula at mean 6e-05
  relative splitting 1e-05: quotient 5e-11, equal formula at mean 6e-11
  relative splitting 1e-08: quotient 5e-08, equal formula at mean 1e-14
  relative splitting 1e-12: quotient 4e-04, equal formula at mean 1e-14
largest radial deviation from quadrature: 1e-14 bohr^3
largest deviation from direct projection: 3e-16 (unit depth)
```
